Contact Resistance Below the Transfer Length: From Crowding to Inverse Length

**Q:** I make metal contacts on a thin conducting film. Trimming a long contact hardly changes its resistance, but trimming a short one costs a great deal. I am told that the resistance rises sharply below the "transfer length". Which resistance is meant, and what sets that length?

**A:** Take a contact of length L along the current and width W across it. Current I arrives through the film at the front edge, z = 0, and must all have passed into the metal before the back edge, z = L. Let V(z) be the film potential relative to the metal, which I take to be an equipotential. The contact resistance is

R = V(0)/I.

It includes the interface and the film under the metal, but not the film leading up to the contact.

Two material quantities enter. The specific contact resistivity ρc is defined by J = V/ρc, where J is the current density crossing the interface. The sheet resistance Rs describes the film under the metal. I assume that both are uniform and independent of L, that the interface is ohmic, that nothing varies across W, and that the film is thin enough for one potential to describe its whole depth.

The current has two competing preferences. Spreading over the whole contact lowers the loss at the interface, but travelling far under the metal costs voltage in the film. The transfer length sets the scale of this compromise: it is the length at which ρc/(LW), the resistance of a uniformly used interface, equals Rs L/W, the end-to-end resistance of the film beneath it. It comes out of the current equations.

**Q:** Then let us have those equations. How does the current distribute itself?

**A:** Let i(z) be the current still in the film, counted positive away from the front edge. A slice dz loses the current WJ dz to the metal, and the film current produces an ohmic drop:

di/dz = −WV/ρc

dV/dz = −Rs i/W

Differentiate the second equation and insert the first:

d²V/dz² = −(Rs/W)(di/dz) = (Rs/ρc)V = V/L_T²

L_T = √(ρc/Rs)

This L_T is the transfer length. The general solution can be written as

V(z) = A cosh[(L−z)/L_T] + B sinh[(L−z)/L_T].

No film current passes the back edge, so i(L) = 0 and therefore dV/dz = 0 there. That derivative is −B/L_T, hence B = 0. The film current is then

i(z) = −(W/Rs)(dV/dz) = [WA/(Rs L_T)] sinh[(L−z)/L_T].

Write x = L/L_T. The condition i(0) = I gives A = Rs L_T I/(W sinh x). Setting z = 0 in V(z) and dividing by I gives

R = (Rs L_T/W) coth x.

The interface current density is V/ρc. Since Rs L_T/ρc = 1/L_T, it is

J(z) = I cosh[(L−z)/L_T]/(W L_T sinh x).

It is largest at the front edge and smallest at the back. This unevenness is current crowding.

**Q:** Does the formula contain a sharp rise at L = L_T?

**A:** No. It contains a smooth passage between two laws. For a long contact,

coth x = (1 + e^(−2x))/(1 − e^(−2x)) ≈ 1 + 2e^(−2x),

so RW tends to the constant Rs L_T. For a short contact, expand numerator and denominator:

coth x = (1 + x²/2 + x⁴/24 + …)/[x(1 + x²/6 + x⁴/120 + …)]
= (1/x)(1 + x²/3 − x⁴/45 + …).

Multiply by Rs L_T and use Rs L_T² = ρc:

RW = ρc/L + Rs L/3 − …

The leading term is the inverse-length law.

For numbers, choose round parameters: ρc = 1 Ω·µm² (10⁻⁸ Ω·cm²) and Rs = 100 Ω per square. Then L_T = √(1/100) µm = 0.1 µm = 100 nm, and the long-contact value is RW = 100 × 0.1 = 10 Ω·µm. The full formula gives:

L = 300 nm: RW = 10.05 Ω·µm
L = 200 nm: RW = 10.37 Ω·µm
L = 100 nm: RW = 13.13 Ω·µm
L = 50 nm: RW = 21.64 Ω·µm
L = 10 nm: RW = 100.33 Ω·µm

At the transfer length the resistance is already 31% above its long-contact value. From 300 to 100 nm it grows by a factor 13.13/10.05 = 1.31. From 100 to 10 nm it grows by 100.33/13.13 = 7.64, still less than the tenfold reduction in length. A resistor-ladder solution, which uses no hyperbolic functions, agrees with the formula to within one part in 10⁵ at all the lengths tested.

**Q:** How exactly does crowding enter? I would have expected crowding to make a contact worse, yet the long, crowded contact has the lower resistance.

**A:** Crowding makes a contact worse than its area would allow, not worse than a shorter contact. At the front edge V(0) = ρc J(0), and the mean current density is J_mean = I/(LW). Therefore

R = ρc J(0)/I = [ρc/(LW)] × [J(0)/J_mean].

The first factor is the resistance for uniform current through the interface and no loss in the film. The second is the crowding factor,

J(0)/J_mean = x coth x.

It tends to 1 for a short contact, which leaves the 1/L law. For a long contact it tends to x, and the extra x cancels the 1/L.

At 300 nm the crowding factor is 3.01. The contact has the resistance of a uniformly used one of length 300/3.01 ≈ 100 nm, which is L_T. This does not mean that all the current enters within L_T. The share collected there is

1 − i(L_T)/I = 1 − sinh 2/sinh 3 = 0.638,

and the remaining 36% enters farther back. At 10 nm the crowding factor is 1.003, so nearly the whole area is used equally. There is no lightly used region left to give up.

**Q:** That suggests looking at what I remove. Can you express the cost of trimming through the current at the back edge?

**A:** Yes. Differentiate R, using d(coth x)/dx = −1/sinh²x and dx/dL = 1/L_T:

dR/dL = −Rs/(W sinh²x).

The back-edge density is J(L) = I/(W L_T sinh x), so 1/sinh²x = [W L_T J(L)/I]². With Rs L_T² = ρc this becomes

dR/dL = −ρc W [J(L)/I]².

The same result follows from a circuit argument. A slice dL added at the back is a conductance dG = W dL/ρc at the voltage V(L), and it draws the current V(L)dG. The current I at the front produces V(L) at the back, so the transfer resistance between the two ends is V(L)/I. By reciprocity, drawing V(L)dG at the back lowers the front voltage by V(L)dG × V(L)/I. Dividing by I gives

dR = −[V(L)/I]² dG,

which is the previous equation, since V(L) = ρc J(L). The square explains why the back of a long contact is worth so little: a small voltage there means both a small extra current and a weak effect of that current on the front.

To compare lengths on a logarithmic plot, define the local exponent

s = −d ln R/d ln L = −(L/R)(dR/dL).

Inserting R and its derivative,

s = L × [Rs/(W sinh²x)] × [W sinh x/(Rs L_T cosh x)]
= x/(sinh x cosh x) = 2x/sinh 2x.

The series (sinh u)/u = 1 + u²/6 + u⁴/120 + … has positive coefficients, so it exceeds 1 and grows with u. Hence s stays below 1 at any finite length and falls steadily as L increases. In this model, R never rises faster than 1/L.

In the example s is 0.03 at 300 nm, 0.55 at 100 nm, 0.85 at 50 nm and 0.99 at 10 nm. On linear axes the 1/L branch looks abrupt. On logarithmic axes the slope changes gradually.

**Q:** In practice I shrink by large steps. What happens if I halve the contact?

**A:** The ratio of the new resistance to the old is

R(L/2)/R(L) = coth(x/2)/coth x.

Use the half-angle identity coth(x/2) = (cosh x + 1)/sinh x. Dividing by coth x = cosh x/sinh x gives

R(L/2)/R(L) = 1 + 1/cosh x.

From the current distribution, J(L)/J(0) = 1/cosh x, so

R(L/2)/R(L) = 1 + J(L)/J(0),

with the current densities taken in the original contact. If its back is nearly idle, halving costs little. If its current is uniform, halving doubles the resistance.

Going from 200 to 100 nm multiplies R by 1.27, from 100 to 50 nm by 1.65, and from 20 to 10 nm by 1.98. The same halving step therefore has a very different price on the two sides of L_T.

**Q:** Where would you place the beginning and the end of the crossover?

**A:** That depends on the accuracy you ask for. I will call a limiting law adequate while R exceeds it by no more than 5% of the law's own value. For the inverse-length law the limit is x coth x = 1.05, which gives x = 0.39. For the long-contact law it is coth x = 1.05, which gives x = 1.86. Here these are 39 and 186 nm, so the crossover covers a factor of 186/39 ≈ 4.8 in length.

Inside it, R has twice its long-contact value at 55 nm, and the exponent equals 1/2 at 109 nm. The two limiting laws are equal at L = L_T, because ρc/L_T = Rs L_T. The true resistance there is coth 1 = 1.313 times either of them, so L_T lies well inside the crossover, not at its lower end.

**Q:** Is there a simple estimate inside the crossover, better than either limiting law?

**A:** The two-term expression ρc/L + Rs L/3 serves well up to about L_T, and it is an upper bound at any length. To see this, impose a uniform interface current J = I/(LW). The film current then falls linearly, i = I(1 − z/L), and the dissipated power is

P = ρc I²/(LW) + (Rs I²/W)∫₀ᴸ(1 − z/L)² dz
= (I²/W)(ρc/L + Rs L/3),

because the integral equals L/3.

The true distribution dissipates least. Add to it any redistribution δJ that keeps the total current fixed. Then dδi/dz = −W δJ, with δi = 0 at both ends. The first-order change in power is twice

∫₀ᴸ W V δJ dz + (Rs/W)∫₀ᴸ i δi dz.

Integrating the first term by parts gives

−∫₀ᴸ V (dδi/dz) dz = ∫₀ᴸ (dV/dz) δi dz = −(Rs/W)∫₀ᴸ i δi dz,

which cancels the second. What remains is the power of δJ and δi themselves, which cannot be negative. The true power RI² is therefore no larger than the trial power:

RW ≤ ρc/L + Rs L/3.

At 100 nm the bound is 10 + 3.33 = 13.33 Ω·µm, against the true 13.13, so it is 1.5% high. At 300 nm it is 3.33 + 10 = 13.33 Ω·µm against 10.05. It is still a valid bound there, but a poor estimate, because the imposed uniform current drives too much current deep under the metal.

**Q:** Suppose I can improve either the interface or the film. Does the answer change with contact length?

**A:** It does, and the power balance shows how. Put u = (L−z)/L_T. The interface and film losses are

P_int = ρc W∫₀ᴸ J² dz = [Rs L_T I²/(W sinh²x)]∫₀ˣ cosh²u du

P_film = (Rs/W)∫₀ᴸ i² dz = [Rs L_T I²/(W sinh²x)]∫₀ˣ sinh²u du.

The first prefactor used ρc/L_T = Rs L_T. The integrals are (sinh 2x)/4 + x/2 and (sinh 2x)/4 − x/2. Their sum is (sinh 2x)/2 = sinh x cosh x, which restores the total power RI². Dividing each integral by this sum gives

interface share = (1 + s)/2

film share = (1 − s)/2.

These shares are also sensitivities. Write R = (1/W)√(ρc Rs) coth x with x = L√(Rs/ρc). A change in ρc acts through the square root, with exponent 1/2, and through x, where d ln x/d ln ρc = −1/2 and d ln R/d ln x = −s. Thus

d ln R/d ln ρc = 1/2 + s/2.

For Rs the sign of the change in x is reversed, so

d ln R/d ln Rs = 1/2 − s/2.

At 300 nm the two exponents are 0.51 and 0.49: interface and film matter almost equally, and R follows √(ρc Rs). At 100 nm they are 0.78 and 0.22. At 10 nm they are 0.997 and 0.003, so a better film under the metal gains almost nothing, while a 1% reduction in ρc lowers R by almost 1%.

**Q:** What does this mean for the voltage I lose in a device?

**A:** At 1 mA per µm of width, an RW of 1 Ω·µm gives a drop of 1 mV. The drops are therefore about 10 mV at 300 nm, 13 mV at 100 nm and 100 mV at 10 nm. The first reduction in length costs 3 mV and the second 87 mV.

The last number also calls for caution. The calculation assumes that J is proportional to V up to the largest interface voltage, which is the drop just quoted. For a contact with a barrier, linearity has to be verified at 100 mV; a value of ρc measured at a few millivolts does not establish it.

**Q:** My film is 20 nm thick, and I want a 10 nm contact. Can one potential still describe the film?

**A:** For these parameters, yes, to about 1%. First take both L and L_T much greater than the thickness t; here L_T = 5t. Measure height y from the insulating bottom of the film. Current leaves the lateral flow almost evenly through the depth, so the upward current density is Jy/t. With film resistivity ρ = Rs t, the potential at height y lies below that at the bottom by

∫₀ʸ ρJ(y'/t) dy' = ρJy²/(2t).

At the top this is ρJt/2, and its average over the depth is ρJt/6. The mean film potential therefore exceeds the top potential by ρJt/2 − ρJt/6 = ρJt/3. The mean potential drives the lateral current and the top potential drives the interface, so the earlier equations hold with

ρc → ρc + ρt/3 = ρc + Rs t²/3.

The relative correction to ρc is t²/(3L_T²), here 400/30000 = 1.3%. A two-dimensional solution, for a film that ends at the back edge of the contact, gives 10.12 Ω·µm at 300 nm and 13.26 at 100 nm. These are 0.7% and 1.0% above the one-dimensional values, and the corrected formula reproduces both to within 0.2%.

At 10 nm the contact is shorter than the film is thick, and the assumption of even upward flow fails. The replacement would give 101.33 + 0.33 = 101.67 Ω·µm, whereas the two-dimensional solution gives 101.37, which is 1.0% above the one-dimensional 100.33. The inverse-length rise thus survives here because the interface dominates. With a much smaller ρc or a thicker film, t would no longer be small compared with L_T. The replacement would then overestimate R even for a contact much longer than t, and the two-dimensional problem would have to be solved.

**Q:** Some of my contacts are fed from both sides. Does the same crossover length apply?

**A:** It doubles. With equal currents from both edges and the metal as the common outlet, symmetry forbids film current across the middle. Each half is then a one-sided contact of length L/2, and the two halves are in parallel:

R_two = [Rs L_T/(2W)] coth[L/(2L_T)].

For L ≫ 2L_T this is half the one-sided value, since two front edges are at work. For L ≪ 2L_T, coth[L/(2L_T)] ≈ 2L_T/L, and R_two tends to ρc/(LW), as for one-sided feeding.

A 200 nm contact fed from both sides has RW = 13.13/2 = 6.57 Ω·µm, against 10.37 from one side. At 20 nm the values are 100.33/2 = 50.17 and 50.66 Ω·µm, a gain of only 1%. When the current already uses the whole area, a second entrance has little left to improve.

**Q:** If my measured resistance rises faster than 1/L, what should I conclude?

**A:** That at least one assumption of this model has failed, or that the data are at fault: the lengths may be wrong, or too much resistance may have been subtracted for the film leading up to the contact. In a contact much shorter than L_T, for instance, a ρc that increases as the contact shrinks adds its own rise to the 1/L. A fixed unbonded strip of length d has a similar effect: in the short limit R varies as 1/(L−d), where L is the drawn length, and its exponent L/(L−d) exceeds 1. Nearer to L_T, a strip at the back edge gives L/(L−d) times the value of s for length L−d, which can stay below 1, so an exponent below 1 does not exclude such a strip. Check the true contact length, the subtracted resistance and the constancy of ρc before attributing the excess to crowding. In this model crowding makes the rise gentler than 1/L.

The numerical output below lists the one-sided contact resistances, current ratios, exponents and crossover lengths; the bounds and the two-sided values follow from the formulas above.

Numbers as computed

```
INPUTS AND SCALES
contact resistivity = 1.000 ohm um^2 = 1.0e-08 ohm cm^2
sheet resistance = 100.0 ohm per square
film thickness = 20.0 nm
transfer length = 100.00 nm
long-contact R*W = 10.000 ohm um
RESISTANCE: L (nm), L/LT, R*W (ohm um), rho_c/L (ohm um), R/R_long
 300.0   3.00    10.050     3.333   1.0050
 200.0   2.00    10.373     5.000   1.0373
 100.0   1.00    13.130    10.000   1.3130
  50.0   0.50    21.640    20.000   2.1640
  20.0   0.20    50.665    50.000   5.0665
  10.0   0.10   100.333   100.000  10.0333
CROWDING: L (nm), J_front/J_mean, J_back/J_front, R(L/2)/R(L)
 300.0   3.0149   0.0993   1.0993
 200.0   2.0746   0.2658   1.2658
 100.0   1.3130   0.6481   1.6481
  50.0   1.0820   0.8868   1.8868
  20.0   1.0133   0.9803   1.9803
  10.0   1.0033   0.9950   1.9950
EXPONENTS: L (nm), -dlnR/dlnL, dlnR/dln(rho_c), film power share
 300.0   0.0298   0.5149   0.4851
 200.0   0.1466   0.5733   0.4267
 100.0   0.5514   0.7757   0.2243
  50.0   0.8509   0.9255   0.0745
  20.0   0.9738   0.9869   0.0131
  10.0   0.9934   0.9967   0.0033
300 nm contact: current share in first 100 nm = 0.6380
10 nm contact: (R*W - rho_c/L)/(Rs*L) = 0.3331
CROSSOVER LENGTHS: L/LT and L (nm)
inverse-length law 5% low: 0.3892, 38.92 nm
R twice long-contact value: 0.5493, 54.93 nm
exponent equal to 1/2: 1.0887, 108.87 nm
long-contact law 5% low: 1.8568, 185.68 nm
VOLTAGE DROP at 1 mA per um of width
L = 300 nm: 10.05 mV
L = 100 nm: 13.13 mV
L = 10 nm: 100.33 mV
2D FILM: L (nm), 1D R*W, 2D R*W (ohm um), excess (%)
 300.0    10.050    10.116    0.66
 100.0    13.130    13.261    1.00
  10.0   100.333   101.369    1.03
depth-corrected resistivity = 1.01333 ohm um^2
depth-corrected R*W at 300 nm = 10.119 ohm um
depth-corrected R*W at 100 nm = 13.266 ohm um
```
